\section*{Quantum capacitance of a one-dimensional subband at finite temperature}

\section{What is being differentiated}

\textbf{Q.} The density of states of a one-dimensional subband diverges at its edge. If capacitance follows the density of states, a gated wire should show an infinite capacitance there. I doubt that a capacitance can be infinite, and I am not sure which capacitance is meant.

\textbf{A.} Take a long wire with one occupied subband, $E(k)=E_1+\hbar^2k^2/2m$, one valley and spin degeneracy 2. The electrons are independent apart from their mean electrostatic potential, and they are in equilibrium with a grounded contact. Let $\mu$ be the Fermi level measured from the subband edge, $n$ the number of electrons per length, and $e>0$.

Raising the potential $\phi$ of the wire lowers its subband edge by $e\phi$. The Fermi level is pinned by the contact, so $e\phi=\mu+\text{const}$. The gate carries the opposite charge, $en=C_{\rm ins}(V_G-\phi)+\text{const}$, where $C_{\rm ins}$ is the insulator capacitance per length. Eliminating $\phi$ gives
\begin{equation}
eV_G=\mu+\frac{e^2n}{C_{\rm ins}}+\text{const}.
\end{equation}
The gate capacitance is $C_g=d(en)/dV_G$. Dividing the differential of this equation by $e\,d(en)=e^2dn$ gives
\begin{equation}
\frac1{C_g}=\frac{1}{e^2}\frac{d\mu}{dn}+\frac1{C_{\rm ins}}
=\frac1{C_Q}+\frac1{C_{\rm ins}},\qquad
C_Q\equiv e^2\frac{\partial n}{\partial\mu}.
\label{series}
\end{equation}
The larger the quantum capacitance $C_Q$, the less the Fermi level must move to admit more electrons. An infinite $C_Q$ would give $C_g=C_{\rm ins}$, which is finite. The divergence concerns one element of a series circuit.

\section{The singularity at zero temperature}

\textbf{Q.} Then show me that this element really diverges.

\textbf{A.} In a wire of length $L$ the allowed $k$ are spaced by $2\pi/L$. With two spins there are $2/(2\pi)=1/\pi$ states per length and per unit $k$. From here on $E$ is measured from $E_1$. States below $E$ fill $-k_E<k<k_E$ with $k_E=\sqrt{2mE}/\hbar$, so their number per length and its derivative are
\begin{equation}
n_0(E)=\frac{2k_E}{\pi}=\frac{2\sqrt{2mE}}{\pi\hbar},\qquad
g(E)=\frac{dn_0}{dE}=\frac{1}{\pi\hbar}\sqrt{\frac{2m}{E}} .
\label{dos}
\end{equation}
At $T=0$ the density is $n_0(\mu)$ for $\mu>0$ and zero for $\mu<0$. Hence $C_Q=e^2g(\mu)$ above the edge and zero below it. As $\mu$ approaches the edge from above, $C_Q$ grows as $\mu^{-1/2}$ without limit. The density $n_0$ itself goes continuously to zero, so an infinite slope does not mean an infinite charge.

\section{Why temperature removes it}

\textbf{Q.} At finite temperature you will average $g$ over some window. But an average over a range that contains an infinity can still be infinite.

\textbf{A.} It can, so the size of the infinity has to be examined. With $f=[e^{(E-\mu)/k_BT}+1]^{-1}$ we have $n=\int_0^\infty g f\,dE$. Since $f$ depends on $E-\mu$ alone, $\partial f/\partial\mu=-\partial f/\partial E$, and
\begin{equation}
C_Q=e^2\int_0^\infty g(E)\left(-\frac{\partial f}{\partial E}\right)dE,
\qquad
-\frac{\partial f}{\partial E}=\frac{1}{4k_BT}\,
\mathrm{sech}^2\frac{E-\mu}{2k_BT}\le\frac1{4k_BT}.
\label{conv}
\end{equation}
Split the integral at an energy $\delta$. Below $\delta$, replace the kernel by its upper bound; the integral of $g$ is then $n_0(\delta)$. Above $\delta$, replace $g$ by its largest value $g(\delta)$; the kernel integrates to at most 1. Therefore
\begin{equation}
C_Q\le \frac{e^2\sqrt{2m}}{\pi\hbar}
\left(\frac{\sqrt\delta}{2k_BT}+\frac1{\sqrt\delta}\right).
\end{equation}
The bracket is smallest when its derivative with respect to $\sqrt\delta$ vanishes, $1/(2k_BT)=1/\delta$, so $\delta=2k_BT$ and the bracket equals $\sqrt{2/k_BT}$. This gives
\begin{equation}
C_Q\le\frac{2e^2}{\pi\hbar}\sqrt{\frac{m}{k_BT}}
\qquad\text{for every }\mu .
\end{equation}
This is an upper bound, not the peak value. It is finite for any $T>0$.

\textbf{Q.} Which property did the work, the smooth kernel or the weak singularity?

\textbf{A.} Both were needed. The kernel is bounded because $T>0$, and the number of states within $\delta$ of the edge vanishes as $\sqrt\delta$. A density of states proportional to $1/E$ would meet the same bounded kernel, but the lowest energies would contribute $\int_0 dE/E$, which diverges logarithmically. Temperature would not remove that edge.

The same fact looks simpler in $k$ space. Because $g\,dE$ is just $dk/\pi$ summed over both signs of $k$,
\begin{equation}
C_Q=\frac{e^2}{4\pi k_BT}\int_{-\infty}^{\infty}
\mathrm{sech}^2\!\left(\frac{\hbar^2k^2/2m-\mu}{2k_BT}\right)dk .
\label{kspace}
\end{equation}
Nothing here is singular. The states are evenly spaced in $k$; they crowd in energy because $dE/dk=\hbar^2k/m$ vanishes at $k=0$. At $T=0$ the Fermi level probes a single energy and sees the crowding undiluted. At $T>0$ it probes a band of energies about $k_BT$ wide. At the edge this band covers a range of $k$ of order $\sqrt{2mk_BT}/\hbar$, each state responding with weight of order $1/k_BT$. The product scales as $T^{-1/2}$.

\section{The closed formula}

\textbf{Q.} A bound and a scaling argument are not a formula. What is $C_Q$?

\textbf{A.} Put $x=E/k_BT$ and $\eta=\mu/k_BT$ in the density:
\begin{equation}
n=\frac{\sqrt{2mk_BT}}{\pi\hbar}\int_0^\infty
\frac{x^{-1/2}}{e^{x-\eta}+1}\,dx .
\label{nint}
\end{equation}
For $\eta<0$ the occupation is a convergent geometric series, $\sum_{l\ge1}(-1)^{l+1}e^{l(\eta-x)}$. The integrals of the absolute terms have a finite sum, so integration term by term is allowed. Each term uses $\int_0^\infty x^{-1/2}e^{-lx}dx=\sqrt{\pi/l}$. Define
\begin{equation}
F_j(\eta)=\sum_{l=1}^\infty(-1)^{l+1}\frac{e^{l\eta}}{l^{\,j+1}}
=-\mathrm{Li}_{j+1}(-e^\eta),\qquad
N=\frac1\hbar\sqrt{\frac{2mk_BT}{\pi}} .
\end{equation}
The factor $\sqrt\pi$ from the integral turns the prefactor $\sqrt{2mk_BT}/(\pi\hbar)$ into $N$, so $n=N F_{-1/2}(\eta)$. Differentiating the series brings down one factor $l$, hence $F_j'=F_{j-1}$. With $\partial/\partial\mu=(1/k_BT)\,\partial/\partial\eta$,
\begin{equation}
\boxed{\,C_Q=\frac{e^2N}{k_BT}\,F_{-3/2}\!\left(\frac{\mu}{k_BT}\right)}
\label{main}
\end{equation}

\textbf{Q.} Your series diverges for $\eta>0$, which is where the subband is filled. And if I write $F_{-3/2}$ as a Fermi integral, the integrand goes as $x^{-3/2}$ and diverges at the edge.

\textbf{A.} Neither divergence belongs to $C_Q$. The integral \eqref{nint} converges for all real $\eta$. Its denominator vanishes at $x=\eta+i\pi(2p+1)$ with $p$ an integer, which no real $x$ can satisfy while $|\mathrm{Im}\,\eta|<\pi$. So $n$ is analytic in that strip, and $F_{-1/2}$ and its derivative are continued through it from $\eta<0$ to $\eta>0$. The polylogarithm denotes this continuation. As for the $x^{-3/2}$ integral, it is not the derivative of $n$; the correct derivative is \eqref{conv}, which converges.

The strip also sharpens the statement about smoothness. The nearest singularities in $\mu$ sit at $\pm i\pi k_BT$, off the real axis. On cooling they close in on the edge from both sides, and at $T=0$ they meet there.

As a numerical test, the Fermi occupations were summed directly over $k$ and differenced in $\mu$. At 300, 77 and 4.2~K, and at six values of $\eta$ between $-6$ and 12, the result agreed with \eqref{main} to within one part in $10^5$.

\section{The edge and the peak}

\textbf{Q.} At the edge itself your series reads $1-\sqrt2+\sqrt3-\dots$, which has no sum. What number replaces infinity?

\textbf{A.} Use the convergent integral. At $\mu=0$, \eqref{conv} and \eqref{main} give
\begin{equation}
F_{-3/2}(0)=\frac1{\sqrt\pi}\int_0^\infty x^{-1/2}
\frac{e^x}{(e^x+1)^2}\,dx .
\end{equation}
To evaluate it, consider $D(s)=\sum_l(-1)^{l+1}l^{-s}$. For $s>1$, subtracting twice the even terms from $\zeta(s)$ gives $D(s)=(1-2^{1-s})\zeta(s)$. The geometric expansion used above, followed by an integration by parts, gives
\begin{equation}
D(s)=\frac1{\Gamma(s)}\int_0^\infty\frac{x^{s-1}}{e^x+1}dx
=\frac1{\Gamma(s+1)}\int_0^\infty\frac{x^{s}e^x}{(e^x+1)^2}dx ,
\end{equation}
where $s\Gamma(s)=\Gamma(s+1)$ was used. The last form converges and is analytic for $s>-1$, so it continues the zeta expression to $s=-\tfrac12$. There $\Gamma(\tfrac12)=\sqrt\pi$, and
\begin{equation}
F_{-3/2}(0)=(1-2^{3/2})\,\zeta(-\tfrac12)=0.3801 .
\end{equation}

\textbf{Q.} Is that the maximum?

\textbf{A.} No. With $\mu$ at the edge, half of the thermal kernel lies in the gap, where there are no states. Raising $\mu$ brings more of it onto states, until the fall of $g$ wins. The maximum satisfies $F_{-5/2}(\eta)=0$, whose numerical root is $\eta=1.109$, where $F_{-3/2}=0.4463$. The peak therefore stands about $1.1\,k_BT$ above the edge, with height
\begin{equation}
C_{Q}^{\rm peak}=0.4463\,\frac{e^2N}{k_BT}
=0.4463\,\frac{e^2}{\hbar}\sqrt{\frac{2m}{\pi k_BT}} .
\end{equation}
On cooling, at fixed $m$, it moves toward the edge and grows as $T^{-1/2}$. The singularity is recovered as a limit.

\section{Away from the edge}

\textbf{Q.} Does the formula return to familiar results on either side?

\textbf{A.} Far below the edge, $\eta\ll-1$, keep two terms of each series:
\begin{equation}
\frac{k_BT\,C_Q}{e^2n}=\frac{F_{-3/2}}{F_{-1/2}}
\simeq\frac{1-\sqrt2\,e^\eta}{1-e^\eta/\sqrt2}
\simeq1-\frac{e^\eta}{\sqrt2}.
\end{equation}
To leading order $C_Q=e^2n/k_BT$, the response of a dilute classical gas.

Far above it, $\eta\gg1$, the kernel is narrow compared with $\mu$. Write $E=\mu+k_BTy$ and expand $g$ about $\mu$. Odd powers of $y$ average to zero, and the part of the kernel below the edge is exponentially small. The second moment follows from a geometric expansion:
\begin{equation}
\langle y^2\rangle=2\int_0^\infty\frac{y^2e^{-y}}{(1+e^{-y})^2}dy
=2\sum_{l=1}^\infty(-1)^{l+1}l\,\frac{2}{l^3}
=4\,\frac{\pi^2}{12}=\frac{\pi^2}{3}.
\end{equation}
Since $g\propto E^{-1/2}$, $g''(\mu)=\tfrac34g(\mu)/\mu^2$, and
\begin{equation}
C_Q\simeq e^2\left[g+\tfrac12(k_BT)^2\langle y^2\rangle g''\right]
=e^2g(\mu)\left[1+\frac{\pi^2}{8\eta^2}\right].
\label{somm}
\end{equation}
The correction is positive because $g$ is convex. At $\eta=40$ it is 0.0771\%; the direct sum over $k$ gives 0.0776\%.

\textbf{Q.} If the peak is cut down, where has the missing response gone?

\textbf{A.} To other Fermi levels. Integrating the definition from far below the edge, where $n=0$, gives
\begin{equation}
\int_{-\infty}^{\mu}C_Q\,d\mu'=e^2n(\mu,T).
\end{equation}
An integration by parts also gives $n=\int n_0(-\partial f/\partial E)\,dE$. The expansion just used applies with $n_0''=-n_0/4\mu^2$, so $n\simeq n_0(\mu)[1-\pi^2/(24\eta^2)]$. The area under the curve thus approaches its zero-temperature value far above the edge. At 77~K, integrating up to 300~meV, the numerical area falls short by 0.020\%, as this expression predicts.

\section{An InAs wire}

\textbf{Q.} Put numbers on it, for a wire someone might build.

\textbf{A.} Take an InAs wire of radius 6~nm, surrounded by 4~nm of an insulator with relative permittivity 15 and then by the gate. InAs suits the question because its light electrons make $C_Q$ small beside $C_{\rm ins}$ at room temperature. Its narrow gap also changes the mass. With rough values for the bulk mass, $m_b=0.023\,m_0$, and gap, $E_g=0.35$~eV, a Kane estimate with hard walls reads
\begin{equation}
\mathcal E(1+\alpha \mathcal E)=\frac{\hbar^2(k_\perp^2+k^2)}{2m_b},\qquad
\alpha=\frac{(1-m_b/m_0)^2}{E_g}=2.73~\mathrm{eV^{-1}},
\end{equation}
where $\mathcal E$ is measured from the bulk band edge and $k_\perp$ is the first zero of $J_0$ divided by the radius. The subband edge lies at $\mathcal E_1=0.179$~eV. Differentiating with respect to $k^2$ at $k=0$ gives $(1+2\alpha\mathcal E_1)\,d\mathcal E/d(k^2)=\hbar^2/2m_b$, so
\begin{equation}
m=m_b(1+2\alpha\mathcal E_1)=0.023\times1.976\,m_0=0.045\,m_0 .
\end{equation}
This two-band form leaves out the split-off band, which in InAs lies about 0.38~eV below the valence edge. Including it gives $m=0.043\,m_0$, lowers the peak values below by 3\% and moves the second subband from 168 to 182~meV above the first, so the third digit of what follows belongs to the model, not to InAs. At 300~K, $k_BT=25.85$~meV and $N=99.1~\mu\mathrm{m}^{-1}$, so
\begin{equation}
\frac{e^2N}{k_BT}=\frac{(1.602\times10^{-19}\,\mathrm C)(9.91\times10^{7}\,\mathrm{m^{-1}})}
{0.02585~\mathrm V}=0.614~\mathrm{fF/\mu m}.
\end{equation}
The edge value is $0.3801\times0.614=0.233$~fF/$\mu$m. The peak is $0.4463\times0.614=0.274$~fF/$\mu$m, or $2.74\times10^{-10}$~F/m, at $\mu=28.7$~meV. At 4.2~K the formula gives a peak of 2.32~fF/$\mu$m, larger by $\sqrt{300/4.2}=8.45$.

Now hold $\mu$ at 0.1~meV. At $T=0$ the value is 5.57~fF/$\mu$m; at 4.2, 77 and 300~K it is 2.12, 0.463 and 0.234. At $\mu=100$~meV the 300~K value, 0.193, exceeds the zero-temperature value, 0.176, in the sense of \eqref{somm}. Both numbers are for one parabolic subband. In this wire the Kane dispersion and the second subband change them to about 0.32 and 0.21, so most of the thermal increase there comes from the second subband. With $\mu$ at the edge and $T=300$~K, the lowest 1~meV of states supplies 14.6\% of $C_Q$: a large share for so thin a slice, but finite.

\textbf{Q.} And what would the gate see?

\textbf{A.} The coaxial insulator has $C_{\rm ins}=1.63$~fF/$\mu$m. At the 300~K peak, \eqref{series} gives
\begin{equation}
C_g=\frac{1.634\times0.274}{1.634+0.274}=0.235~\mathrm{fF/\mu m},
\end{equation}
which is mostly set by $C_Q$.

\section{Where the model gives way}

\textbf{Q.} You promise a peak that grows without limit on cooling. I do not believe a real wire will follow.

\textbf{A.} Nor should it, because scattering also blurs the energy. Suppose a lifetime $\tau$ turns each level into a Lorentzian of half width $w=\hbar/2\tau$. The function $z^{-1/2}$ is analytic in the upper half plane, and on the real axis its real part is $E^{-1/2}$ above the edge and zero below it. The Lorentzian average therefore replaces $E^{-1/2}$ by $\mathrm{Re}\,(E+iw)^{-1/2}$. Write $E+iw=\rho e^{i\theta}$ with $\rho=w/\sin\theta$:
\begin{equation}
\mathrm{Re}\,(E+iw)^{-1/2}=\frac{1}{\sqrt w}\sqrt{\sin\theta}\,\cos\frac\theta2 .
\end{equation}
The square of the angular factor is $\tfrac12\sin\theta(1+\cos\theta)$. It is stationary when $\cos\theta+\cos2\theta=0$, at $\theta=60^\circ$, where the factor itself is 0.806. The peak is then finite even at $T=0$.

A rough mobility of 3000~cm$^2$/Vs, held fixed at all temperatures and taken to give the level lifetime as well, means $\tau=m\times\text{mobility}/e=77.5$~fs and $2w=8.5$~meV. The clean $T=0$ value at 1~meV is 1.76~fF/$\mu$m, so the ceiling is $0.806\times1.76/\sqrt{4.25}=0.69$~fF/$\mu$m. The full calculation at 4.2~K gives 0.68, against 2.32 without scattering. At 77~K scattering lowers the peak by 17\%, and at 300~K by 5\%. The thermal kernel has full width $3.53\,k_BT$ at half height, which equals $2w$ at 28~K. Well below that temperature, disorder rounds the edge in this model.

\textbf{Q.} What else separates this from a transistor at room temperature?

\textbf{A.} The mobility is a rough input and may be optimistic for so thin a wire. At the 300~K peak, with $\mu$ held fixed, the residual nonparabolicity raises $C_Q$ by 6\% and the second subband, 168~meV higher, adds 2.5\%. Closing the ends of a 100~nm wire with hard walls lowers it by 4\%. The charge also sits inside the wire, not on its surface. This adds a series capacitance of 1.22~fF/$\mu$m, leaves $C_Q$ unchanged and lowers $C_g$ from 0.235 to 0.197~fF/$\mu$m, by 16\%.

The largest change sized here at room temperature comes from drain bias. In a ballistic channel the source fills one direction of $k$ and the drain the other. With 0.3~V on the drain, and the source Fermi level kept at the peak, the drain-fed half is nearly empty and $C_Q$ falls to half. This is a limit for short channels: the mobility assumed above implies a backscattering length of about 90~nm at the 300~K peak, so a 100~nm wire would reach it only in part. Charge traps at the interface would add their own response in parallel with $C_Q$; they are not sized here.

\textbf{Q.} And the repulsion between individual electrons?

\textbf{A.} At the 300~K peak $n=107~\mu\mathrm m^{-1}$, and the Coulomb energy at the mean spacing is 10~meV, or $0.4\,k_BT$. This takes a relative permittivity of 15 for the wire and ignores screening by the gate. Treating the electrons as independent is then a first description, not a precise one. A Hartree--Fock estimate with the gate-screened repulsion shows the size of the error: at this density exchange raises $C_Q$ by about 11\%, more than the nonparabolicity, second-subband, closed-end or scattering corrections above, and raises $C_g$ from 0.197 to about 0.21~fF/$\mu$m. In a clean wire at 4.2~K the peak has the same $\eta$, so $n$ falls with $N$ to about $13~\mu\mathrm m^{-1}$. The mean spacing, 79~nm, is then much larger than the 10~nm from the axis to the gate, and the gate screens the repulsion at that distance almost completely. Electrons that come close still repel each other. At such low density this acts, to lowest order, as a contact repulsion of strength $U=e^2(1/C_{\rm ins}+1/C_{\rm body})=0.23$~eV\,nm, where $C_{\rm body}=1.22$~fF/$\mu$m is the series capacitance of the wire body. The ratio $mU/\hbar^2n$ compares this repulsion with the kinetic energy at the mean spacing. It is about 11 in the clean wire. Lowest order understates the coupling here: solving the two-electron problem at zero energy in the screened potential gives a strength of about 0.4~eV\,nm and a ratio near 19. With the scattering assumed above, the cold peak lies near 2.5~meV, where $n$ is about $42~\mu\mathrm m^{-1}$ and the ratio about 3. In either case correlations may reshape the cold peak in a way \eqref{main} cannot describe. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
bulk mass 0.023 m0, gap 0.35 eV (rough)
wire radius 6.0 nm, insulator 4.0 nm
relative permittivity: insulator 15.0, wire 15.0
subband 1 edge above bulk edge: 178.9 meV
subband 2 above subband 1: 168.2 meV
subband mass: 0.0454 m0
F_-3/2 at edge: 0.38010
peak: eta = 1.1089, F_-3/2 = 0.44629
T = 300.0 K: kT = 25.8520 meV
  N = 99.066 /um, e^2N/kT = 0.6140 fF/um
  C_Q at edge: 0.2334 fF/um
  C_Q peak: 0.2740 fF/um at 28.669 meV
  peak with lifetime broadening: 0.2603 fF/um
T = 77.0 K: kT = 6.6353 meV
  N = 50.189 /um, e^2N/kT = 1.2119 fF/um
  C_Q at edge: 0.4606 fF/um
  C_Q peak: 0.5408 fF/um at 7.358 meV
  peak with lifetime broadening: 0.4508 fF/um
T = 4.2 K: kT = 0.3619 meV
  N = 11.722 /um, e^2N/kT = 5.1889 fF/um
  C_Q at edge: 1.9723 fF/um
  C_Q peak: 2.3158 fF/um at 0.401 meV
  peak with lifetime broadening: 0.6843 fF/um
C_Q in fF/um at T = 300, 77, 4.2, 0 K:
  mu = -50 meV: 0.0734, 0.0006, 0.0000, 0.0000
  mu = 0.1 meV: 0.2337, 0.4628, 2.1235, 5.5694
  mu = 1 meV: 0.2361, 0.4810, 1.9382, 1.7612
  mu = 10 meV: 0.2570, 0.5328, 0.5579, 0.5569
  mu = 100 meV: 0.1925, 0.1771, 0.1761, 0.1761
share of edge C_Q from lowest 1 meV, 300 K: 14.6 %
excess over T=0 value at eta=40: 0.0776 %
area deficit at 77 K up to 300 meV: 0.0202 %
At the 300 K peak:
  electron density: 106.56 /um
  C_ins: 1.6336 fF/um, C_gate: 0.2346 fF/um
  C_body: 1.2246 fF/um
  C_gate with C_body: 0.1969 fF/um
  nonparabolicity changes C_Q by +6.2 %
  second subband adds 2.5 %
  closed 100 nm wire changes C_Q by -4.2 %
  ballistic, drain 0.3 V: C_Q times 0.500
  Coulomb energy at mean spacing: 10.2 meV
mobility 3000 cm2/Vs (rough): tau = 77.5 fs
lifetime full width hbar/tau: 8.49 meV
thermal full width: 3.525 kT
widths equal at T = 28.0 K
cold gap 0.41 eV, bulk mass 0.026 m0: m = 0.0464 m0
  C_Q peak changes by +1.0 %
\end{verbatim}
